# Stochastic plane-wave densities from a Chebyshev-filtered Fermi function

In Hartree atomic units, let \(H=\tfrac12|\mathbf G|^2+V\) act on the \(N\) plane waves with \(\tfrac12|\mathbf G|^2\le E_{\rm cut}\) in a cell of volume \(\Omega\), with a fixed local potential \(V\). With two electrons per orbital and \(f(E)=1/(1+e^{(E-\mu)/kT})\), the density is
\[ n(\mathbf r)=2\sum_i f(\varepsilon_i)|\psi_i(\mathbf r)|^2=2\langle\mathbf r|f(H)|\mathbf r\rangle=2\,{\rm tr}\big(g|\mathbf r\rangle\langle\mathbf r|g\big),\qquad g=\sqrt{f(H)} . \]
A trace is unchanged by a unitary change of basis, so the eigenvectors are not needed; any set of vectors that resolves the identity will do, even on average. Simple scaling arguments give the form of the cost. If \(g\) is replaced by a polynomial of degree \(M\) on an interval \([a,b]\) that holds the spectrum, \(M\) is a pure number built from the tolerance and the ratios of \(b-\mu\), \(\mu-a\) and \(kT\), and the volume cannot enter unless \(a\) or \(b\) moves with it. If the trace is an average over \(N_s\) independent random vectors, variances add and the relative error is a pure number over \(\sqrt{N_s}\). The work therefore has the form \(N_s\times M\times\) (cost of one \(H\)). The pure numbers have to be found, and several direct choices fail.

**The band method and its cost.** Let \(N_b\) be the number of states with non-negligible \(f\). An iteration that drives vectors toward low energy, such as \(y=e^{-\tau(H-\varepsilon_0)}\chi=\sum_i c_i e^{-\tau(\varepsilon_i-\varepsilon_0)}\psi_i\), sends each start with \(c_0\neq0\) to the same state \(\psi_0\) when that level is non-degenerate. The vectors must be held apart. In Gram–Schmidt, vector \(j\) needs \(j-1\) overlaps, \(j-1\) subtractions and one norm, and \(\sum_{j=1}^{N_b}(2j-1)=N_b^2\) passes of length \(N\). At 8 real flops per complex multiply-add this is \(8N_b^2N\) flops, with \(16N_bN\) bytes to hold the bands. Since \(N_b\) and \(N\) both grow as \(\Omega\), work is cubic and memory quadratic. Summing \(|\langle\mathbf r|g|\mathbf G\rangle|^2\) over all \(N\) plane waves needs no orthogonalization, but costs \(NM\) applications of \(H\), which is still quadratic.

**Random phases.** Take \(\chi_{\mathbf G}=e^{i\theta_{\mathbf G}}\) with independent uniform phases. The distribution is invariant under a shift of any single phase, so an average vanishes unless each index appears as often conjugated as not. This gives \(E[\chi_i^*\chi_j]=\delta_{ij}\) and
\[ E[\chi^\dagger A\chi]=\sum_{ij}A_{ij}\delta_{ij}={\rm tr}A . \]
In \(E[\chi_i^*\chi_j\chi_k^*\chi_l]\) the pairings \(i=j,\,k=l\) and \(i=l,\,k=j\) survive, each with value 1; when all four indices agree the value is 1 but both pairings count it, so
\[ E[\chi_i^*\chi_j\chi_k^*\chi_l]=\delta_{ij}\delta_{kl}+\delta_{il}\delta_{jk}-\delta_{ij}\delta_{jk}\delta_{kl}. \]
Contracting with \(A_{ij}B_{kl}\) gives \({\rm tr}A\,{\rm tr}B+{\rm tr}AB-\sum_iA_{ii}B_{ii}\), and subtracting the product of the means,
\[ {\rm Cov}(\chi^\dagger A\chi,\chi^\dagger B\chi)={\rm tr}AB-\sum_{\mathbf G}A_{\mathbf{GG}}B_{\mathbf{GG}} . \]
For Hermitian \(A=B\) this is \(\sum_{\mathbf G\ne\mathbf G'}|A_{\mathbf{GG}'}|^2\). It vanishes for a diagonal \(A\): at \(V=0\) the electron count has no noise, because \(|\chi_{\mathbf G}|^2=1\). The mean of \(N_s\) independent samples has variance \(N_s\sigma^2/N_s^2=\sigma^2/N_s\). Both formulas were tested to \(10^{-10}\) on random \(6\times6\) Hermitian matrices by summing over the phases \(1,i,-1,-i\), which reproduces the continuous average because each phase enters as \(e^{ik\theta}\) with \(|k|\le2\).

**Which operator to sample.** Define \(a_{\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}\), so that \(a^\dagger x=\sum_{\mathbf G}x_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\), \(a^\dagger a=N\), and \(n(\mathbf r)=(2/\Omega)\,a^\dagger fa\). The direct estimator applies \(f\) once and multiplies by the raw vector, \({\rm Re}[(a^\dagger\chi)^*(v^\dagger\chi)]\) with \(v=fa\). It equals \(\chi^\dagger A\chi\) with \(A=\tfrac12(av^\dagger+va^\dagger)\), and \({\rm tr}A=a^\dagger fa\equiv P\), so it is unbiased. Expanding the square, \({\rm tr}A^2=\tfrac14[P^2+P^2+2N\,v^\dagger v]\), and \(A_{\mathbf{GG}}={\rm Re}\,a_{\mathbf G}v_{\mathbf G}^*\), so
\[ \sigma^2_{f}=\tfrac12\big[N\,v^\dagger v+P^2\big]-\sum_{\mathbf G}({\rm Re}\,a_{\mathbf G}v^*_{\mathbf G})^2 . \]
The factor \(N\) is the fault: the unfiltered \(\chi(\mathbf r)\) carries the whole basis. As \(E_{\rm cut}\) rises, \(P\) and \(v^\dagger v=a^\dagger f^2a\) converge while \(N\) grows, so the noise grows with the cutoff, and nothing keeps the estimate positive.

The cure is to filter both factors. With \(u=ga\) and \(\xi=g\chi\), \(|a^\dagger\xi|^2=|u^\dagger\chi|^2=\chi^\dagger uu^\dagger\chi\), with mean \(u^\dagger u=P\). Here \({\rm tr}A^2=P^2\) and \(A_{\mathbf{GG}}=|u_{\mathbf G}|^2\):
\[ \hat n(\mathbf r)=\frac{2}{N_s\Omega}\sum_{s=1}^{N_s}|a^\dagger\xi_s|^2,\qquad {\rm Var}\,\hat n=\frac{\sigma^2(\mathbf r)}{N_s},\qquad \sigma^2=\Big(\frac2\Omega\Big)^2\Big[P^2-\sum_{\mathbf G}|u_{\mathbf G}|^4\Big]. \]
The estimate is non-negative, and \(\sigma/n\le1\) at each point, at any size and cutoff. The Cauchy–Schwarz inequality \(P^2\le N\,v^\dagger v\) shows that the first term of \(\sigma_f^2\) is at least \(P^2\). If \(u\) is spread evenly over \(N_{\rm eff}\) plane waves, \(\sum|u|^4=P^2/N_{\rm eff}\) and \(\sigma/n=\sqrt{1-1/N_{\rm eff}}\); the plane waves in a fixed range of \(|\mathbf G|\) number in proportion to \(\Omega\), so \(\sigma/n\) approaches 1 from below. Local noise does not fall with size. Integrated quantities behave differently. For \(\hat N_e=2\chi^\dagger f\chi\), since \(f^2\le f\) and \(2\,{\rm tr}f=N_e\),
\[ {\rm Var}\,\hat N_e=4\Big({\rm tr}f^2-\sum_{\mathbf G}f_{\mathbf{GG}}^2\Big)\le4\,{\rm tr}f^2\le2N_e , \]
so the relative noise of the count is at most \(\sqrt{2/(N_eN_s)}\).

**Applying \(H\) and bounding it.** One application takes \(x\) to the grid by an inverse FFT, multiplies by \(V(\mathbf r)\), transforms back, keeps the sphere and adds \(\tfrac12|\mathbf G|^2x_{\mathbf G}\). With wave indices \(|m|\le m_{\max}\) along an axis, matrix elements need \(V\) up to \(2m_{\max}\), and the product reaches \(3m_{\max}\). On \(n\) points index \(m\) folds to \(m-n\), which stays outside the sphere if \(3m_{\max}-n<-m_{\max}\), that is \(n\ge4m_{\max}+1\). For a normalized \(x\), Parseval's theorem makes \(x^\dagger Vx\) an average of the grid values of \(V\) with weights \(|a^\dagger x|^2/N_g\) that sum to 1, where \(N_g\) is the number of grid points; the kinetic part lies in \([0,E_{\rm cut}]\). The spectrum is therefore inside \(a=\min V\), \(b=E_{\rm cut}+\max V\), neither of which scales with the volume.

**The polynomial.** A Taylor series about \(\mu\) fails: \(f\) has poles at \(\mu\pm i\pi kT\), so the series converges within \(\pi kT\) of \(\mu\), a small part of \([a,b]\). Set \(h=(b-a)/2\) and \(\tilde H=(H-\tfrac{a+b}2)/h\), with eigenvalues \(x=\cos\theta\), and expand in \(T_m(x)=\cos m\theta\): \(p_M=\sum_{m=0}^Mc_mT_m\). The identity \(\cos(m+1)\theta+\cos(m-1)\theta=2\cos\theta\cos m\theta\) gives the recursion \(\phi_{m+1}=2\tilde H\phi_m-\phi_{m-1}\) for \(\phi_m=T_m(\tilde H)\chi\). Since \(|\cos m\theta|\le1\), \(\|\phi_m\|\le\|\chi\|\). An eigenvalue with \(x>1\) has \(T_m=\cosh(m\,{\rm arccosh}\,x)\) and grows exponentially, which is why guaranteed bounds matter.

For \(m\ge1\), because \(g(\cos\theta)\) is even in \(\theta\), \(c_m=\frac1\pi\int_{-\pi}^{\pi}g(\cos\theta)e^{im\theta}d\theta\). Push the contour upward; the edges at \(\pm\pi\) cancel by periodicity, and what remains wraps the nearest singularities, where \(\cos\theta_0=z\) or \(z^*\), \(z=x_0+i\pi kT/h\), with \(x_0\) the scaled \(\mu\). They lie at \(\theta_0=\pm\theta_r+i\kappa\), with \(\kappa=\ln\rho\) and \(\rho=|z+\sqrt{z^2-1}|>1\). For small \(\kappa\), \(\cos(\theta_r+i\kappa)\approx\cos\theta_r-i\kappa\sin\theta_r\), so \(\kappa\sin\theta_r=\pi kT/h\). With \(1-x_0=(b-\mu)/h\) and \(1+x_0=(\mu-a)/h\), \(\sin\theta_r=\sqrt{(\mu-a)(b-\mu)}/h\) and
\[ \kappa=\ln\rho\approx\frac{\pi kT}{\sqrt{(\mu-a)(b-\mu)}} , \]
valid when \(\pi kT\) is small against both \(\mu-a\) and \(b-\mu\). Near a pole \(E_0\), \(1+e^{(E-\mu)/kT}\approx-(E-E_0)/kT\) and \(|E-E_0|\approx h\sin\theta_r|\theta-\theta_0|\), so \(|g|\approx\sqrt{\kappa/\pi}\,|\theta-\theta_0|^{-1/2}\). Along the cut \(\theta=\theta_0+it\) the two sides add, because the root changes sign across it, and \(\int_0^\infty e^{-mt}t^{-1/2}dt=\sqrt{\pi/m}\). Each branch point thus gives \(\frac2\pi\sqrt{\kappa/m}\,e^{-m\kappa}\) times a phase, and the two are complex conjugates:
\[ c_m\approx\frac4\pi\sqrt{\frac\kappa m}\,e^{-m\kappa}\cos(m\theta_r+\delta),\qquad m\kappa\gg1 . \]
Since \(|T_m|\le1\), \(|p_M-g|\le\epsilon\equiv\sum_{m>M}|c_m|\). Replacing \(|\cos|\) by its mean \(2/\pi\) and the geometric sum by \(e^{-M\kappa}/\kappa\),
\[ \epsilon\approx\frac8{\pi^2}\,(M\kappa)^{-1/2}e^{-M\kappa}. \]
The tolerance fixes the product \(M\kappa\). Hence \(M\propto\sqrt{(\mu-a)(b-\mu)}/kT\): inverse in temperature, and growing as \(\sqrt{E_{\rm cut}}\) at large cutoff, not linearly in the spectral width, because \(\mu\) moves toward the edge of the scaled interval, where a step in \(\theta\) covers less energy than at the centre of the same interval. As \(kT\to0\) this degree diverges.

What is sampled is \(p_M^2\), so \(E\hat n=(2/\Omega)\,a^\dagger p_M^2a\). From \(|p_M^2-f|=|p_M-g||p_M+g|\le\epsilon(2+\epsilon)\) and \(a^\dagger a=N\),
\[ |E\hat n-n|\le2(2\epsilon+\epsilon^2)N/\Omega . \]
This bias is deterministic: more samples do not reduce it.

**Why the filtered vectors are left alone.** The filter \(p_M(H)\approx g\) gives all states well below \(\mu\) nearly equal weight instead of singling out the lowest one, so the vectors do not collapse onto a single state, and the mean of \(\hat n\) uses each vector separately. The vectors are not orthogonal: for \(s\ne t\), \(\xi_s^\dagger\xi_t=\chi_s^\dagger f\chi_t\), and averaging over the two independent vectors gives \(E|\xi_s^\dagger\xi_t|^2=\sum_{ij}|f_{ij}|^2={\rm tr}f^2\). Removing the overlap does harm. Orthonormal vectors \(q_s\) spanning the \(\xi_s\) give \(\sum_sq_sq_s^\dagger\), a projector with eigenvalues 0 and 1 and trace \(N_s\), whatever \(N_e\) is. In the limit \(N_s=N\), with independent \(\chi_s\) and invertible \(g\), it is the identity: the density becomes uniform and all occupations are lost.

**Where unbiasedness ends.** The result above holds for quantities linear in \(\hat n\) at fixed \(\mu\) and \(H\). For local-density exchange, \(E_x=C_x\int n^{4/3}d^3r\) with \(C_x=-\tfrac34(3/\pi)^{1/3}\), write \(\hat n=n+\delta n\). The linear term averages to zero, and the second-order term has the coefficient \(\tfrac12\cdot\tfrac43\cdot\tfrac13=\tfrac29\):
\[ E[E_x(\hat n)]-E_x=\frac{2C_x}{9N_s}\int n^{-2/3}\sigma^2\,d^3r+O(N_s^{-2}). \]
With \(\sigma\le n\) its leading magnitude is at most \(\tfrac29|E_x|/N_s\). It is negative and extensive. The noise of \(E_x\), at leading order that of the random-vector estimate of the trace of \(2g\,v_xg\) with \(v_x=\tfrac43C_xn^{1/3}\), has variance at most \(4\,{\rm tr}(v_xfv_xf)/N_s\le4\max|v_x|^2\,{\rm tr}f^2/N_s\), so it grows no faster than \(\sqrt{\Omega/N_s}\). In a large cell at fixed \(N_s\) the bias overtakes the noise.

When \(N_e\) is prescribed, \(\mu\) must be found. The moments \(\chi^\dagger\phi_m\) cost one scalar product per step and give \(\hat N(\mu)=2\sum_mc_m[f_\mu]\,\overline{\chi^\dagger\phi_m}\) for any \(\mu\), where \(c_m[f_\mu]\) are the coefficients of \(f\) itself; filtering at the resulting \(\hat\mu\) needs a second recursion. Write \(\hat N(\mu)=N(\mu)+\delta(\mu)\) with \(E\delta=0\), \(y=\hat\mu-\mu\), and primes for \(\partial_\mu\). The condition \(\hat N(\hat\mu)=N(\mu)\) reads \(\delta+N'y+\delta'y+\tfrac12N''y^2+\dots=0\). First order gives \(y_1=-\delta/N'\). Putting \(y_1\) into the two second-order terms gives \(y_2=-(\tfrac12N''y_1^2+\delta'y_1)/N'=-N''\delta^2/2N'^3+\delta\delta'/N'^2\). With one-vector moments,
\[ E\hat\mu-\mu\approx\frac1{N_s}\Big[-\frac{N''\,{\rm Var}\,\delta}{2N'^3}+\frac{{\rm Cov}(\delta,\delta')}{N'^2}\Big], \]
where \(f'=f(1-f)/kT\), \(N'=2\,{\rm tr}f'\), \(N''=2\,{\rm tr}[f'(1-2f)]/kT\), and the covariance formula applies with \(A=2f\), \(B=2f'\). The expansion needs \(|y|\ll\pi kT\) and fails when \(N'\) is small, as with \(\mu\) in a gap. Self-consistency feeds \(\hat n\) back into \(H\) nonlinearly and is not treated here.

**Counts.** Per vector, degree \(M\) takes \(M\) applications of \(H\), two FFTs each, and one more FFT for \(\xi(\mathbf r)\): \(N_sM\) applications and \(N_s(2M+1)\) FFTs, at the conventional \(5N_g\log_2N_g\) flops each. The arrays to be kept are \(\chi\), two recursion vectors, \(\xi\), a grid work array, the running density and \(M+1\) moments; an implementation adds temporary arrays to these.

**A model cell.** The model has Gaussian wells \(-V_0e^{-r^2/2\sigma_w^2}\), \(V_0=2\) Ha, \(\sigma_w=1\) bohr, on fcc sites of an 8 bohr cube, displaced randomly by up to 0.5 bohr per axis, with \(E_{\rm cut}=4\) Ha, \(kT=0.05\) Ha (1.361 eV, 15789 K) and the \(\Gamma\) point. Two cubes, \(\Omega=1024\) bohr³, hold 24 electrons in \(N=371\) plane waves on a \(14\times14\times30=5880\) grid. The reference is dense diagonalization in the same basis: fixed potential, no interaction, no convergence in cutoff or k-points. The figures are in the numerical output below or follow from it by arithmetic, except the remarks on tight sums over top levels, higher cutoffs, a larger sample and bulk per-cube counts; statistical tests allow 4.5 standard errors, with a further margin for higher-order terms of 3% in the exchange bias and 10% in the bias of \(\mu\).

The bounds are \(a=-1.9634\), \(b=3.9969\) Ha and \(\mu=0.11558\) Ha, so \(\kappa\approx0.15708/\sqrt{2.0790\times3.8813}=0.0553\). The pole gives 0.05526, and so does a fit to \(m|c_m^2-c_{m-1}c_{m+1}|\), which removes the oscillation and decays as \(e^{-2m\kappa}\) (tested to 2%). A tail below \(10^{-5}\) needs \(M=183\), \(M\kappa=10.11\); the estimate \(0.81\times10.11^{-1/2}e^{-10.11}=1.0\times10^{-5}\) compares with the summed \(9.81\times10^{-6}\). Halving \(kT\) gives 366 and quadrupling \(b-\mu\) gives 365, both tested against a factor 2. The bounds are loose: the spectrum runs from \(-0.4581\) to 3.6253 Ha, for which the root would be \(\sqrt{0.574\times3.510}=1.42\) instead of 2.84, so by the same formula the guarantee costs about a factor 2 in \(M\). With correct bounds the largest \(\|\phi_m\|/\|\chi\|\) for \(m\ge2\) is 0.784. With the upper bound cut to 3.029 Ha the top level sits at \(x=1.239\), \(183\,{\rm arccosh}\,x\approx124\), and \(\tfrac12e^{124}/\sqrt{371}\sim2\times10^{52}\), the order of the observed \(2.9\times10^{52}\); three further levels within 0.011 Ha of the top also grow, and all levels above the bound added in quadrature give \(3.0\times10^{52}\). The truncation bias at \(M=183\) reaches \(6.8\times10^{-7}\) bohr⁻³, under the bound \(2\times1.96\times10^{-5}\times371/1024=1.42\times10^{-5}\); at \(M=20\) it reaches 0.021 bohr⁻³, with 1.83 excess electrons.

A run with \(N_s=16\) made \(16\times183=2928\) applications and \(16\times367=5872\) FFTs, and matched the dense \(p_M(H)\) on the same vectors. It counts 25.06 electrons both by integration and by moments; the predicted noise is \(\sqrt{19.639/16}=1.108\), so the excess of 1.06 is about one standard deviation. At the density maximum it gives 0.264 against 0.229 bohr⁻³ (predicted noise 0.056), at the minimum 0.0036 against 0.0030 (0.0007). Its \(L^2\) error relative to \(\|n\|\) is 0.278, against a predicted root mean square of \(0.9863/4=0.247\).

With 32768 vectors, \({\rm Var}\,\hat N_e\) is 19.66 against 19.64 from the formula; the diagonal subtraction removes half of \(4\,{\rm tr}f^2=38.7\). The band energy \(2\,{\rm tr}fH=-5.041\) Ha is sampled as \(-5.060\pm0.011\) Ha. One-vector \(\sigma/n\) is 0.989 at the maximum and 0.954 at the minimum for the square-root form, and 1.43 and 6.90 for plain \(f\); means and variances pass at both points, and negative samples of the plain form occur at both. At the minimum the plain form needs \((6.90/0.954)^2\approx52\) times more vectors for equal noise. This factor belongs to the cutoff: it is about 107 at \(E_{\rm cut}=6\) Ha and 160 at 8 Ha, while the square-root \(\sigma/n\) stays at 0.95. Over the same range the density at the maximum moves from 0.229 to 0.276 bohr⁻³ and the band energy from \(-5.04\) to \(-5.21\) Ha.

Grouping 2048 vectors into \(N_s=1,4,16,64\) gives relative errors 0.980, 0.488, 0.241, 0.115 and an exponent \(-0.515\), tested to within 0.03 of \(-\tfrac12\). The last value is 7% below the prediction \(0.9863/8=0.123\); it rests on 32 groups and was not tested separately. The exchange bias at \(N_s=16\) is predicted as \(-0.0869\) Ha, 1.3% of \(E_x=-6.464\) Ha, and sampled as \(-0.0833\pm0.0023\) Ha, after subtraction of the zero-mean linear term. At \(N_s=64\) the sample, \(-0.0193\pm0.0009\) Ha, lies 2.7 standard errors short of \(-0.0217\) Ha. This shortfall and the low relative error at \(N_s=64\) are quadratic in the same 32 fluctuations \(\delta n\) and are strongly correlated across groups (0.99); with 384 groups the bias is \(-0.0217\pm0.0004\) Ha and the mean squared error is \(1.005\pm0.019\) of the prediction, so they are one sampling accident.

For \(\mu\): \(-545.71\times19.639/(2\times92.853^3)=-0.00669\) Ha and \(-4.87/92.853^2=-0.00056\) Ha, in sum \(-0.0073\) Ha\(/N_s\), against \(-0.0077\pm0.0008\) from solving for \(\hat\mu\) in groups of 64. At \(N_s=16\) the bias is \(-0.0005\) Ha beside a noise of \(1.108/92.85=0.012\) Ha.

Two free vectors propagated to \(\tau=10/(\varepsilon_1-\varepsilon_0)\) have \(|\cos|=1.000000\). The filtered vectors have mean squared overlap \(9.77\pm0.32\) against \({\rm tr}f^2=9.68\). Orthonormalizing sets of 16 gives \(-0.0754\pm0.0005\) Ha per electron where the reference is \(-0.2101\) Ha.

For 1, 2 and 4 cubes at the same \(\mu\), \(M=182,183,184\); \({\rm Var}\,\hat N_e\) and \(N_b\) (occupation above \(10^{-5}\)) grow with exponents 0.98 and 1.01; the grid-averaged \(\sigma/n\) is 0.942, 0.974, 0.987, so that \(1-(\sigma/n)^2\approx0.11,0.05,0.026\) roughly halves at each doubling; and the one-vector noise in the count relative to \(N_e\) falls as 0.265, 0.185, 0.131. The traced peak memory is 2.79 complex grid arrays for \((N_s,M)=(2,20),(2,80),(6,20)\) alike, not counting the stored \(V\), the index tables and the FFT library's scratch.

Per cube the largest cell has \(N=188.25\), \(N_g=2940\), \(N_b=23.25\). Extrapolated to 1000 cubes, one FFT costs \(5\times2.94\times10^6\times21.5=3.16\times10^8\) flops, and \(N_s=100\) costs \(100\times367\times3.16\times10^8=1.16\times10^{13}\). One band sweep costs \(2\times23250\times3.16\times10^8=1.47\times10^{13}\) for \(H\) and \(8\times23250^2\times188250=8.14\times10^{14}\) for one orthogonalization, together 71 times the stochastic cost. The bands take \(16\times23250\times188250\) bytes \(=70\) GB, the traced stochastic arrays \(2.79\times16\times2.94\times10^6\) bytes \(=0.13\) GB. The two flop counts cross near 100 cubes, about 1200 electrons. The per-cube counts come from a \(1\times1\times4\) cell at \(\Gamma\); bulk values (\(N\approx195\), \(N_g\approx3180\), \(N_b\approx22\) per cube) change the ratio at 1000 cubes to about 63 and the crossover to about 110 cubes. The comparison is not at equal accuracy. One sweep is less than a converged band calculation needs, which favors the band side; but the stochastic density still carries about 10% local noise and the \(1/N_s\) biases. At fixed \(K\) cubes the stochastic cost is proportional to \(N_sM\), and the cubic term overtakes it when \(K^2\) is proportional to \(N_sM\), up to the logarithm. Reducing the local noise to 1% takes \(N_s=10^4\), which raises the cost at 1000 cubes to \(1.16\times10^{15}\) flops, above the single band sweep. With states near \(\mu\), lowering \(kT\) raises \(M\) and reduces \(N_b\) (not below \(N_e/2\)), and both changes move the crossover to larger cells; with \(\mu\) in a gap the polynomial need be accurate on the spectrum alone, and the gap rather than \(kT\) then limits the degree.

## Numbers as computed

```
input: cube 8.0 bohr, Ecut 4.0 Ha, V0 2.0 Ha, sigma 1.0 bohr, displacement 0.5 bohr
input: kT 0.05 Ha = 1.361 eV = 15789 K, electrons 24
input: tail tolerance 1e-05, band occupation threshold 1e-05
cell of 2 cubes: Omega 1024 bohr^3, N 371, grid (14, 14, 30) = 5880
bounds a -1.9634, b 3.9969 Ha; spectrum -0.4581 to 3.6253 Ha; mu 0.11558 Ha
ln rho: pole 0.05526, approximate 0.05530, fitted 0.05526
degree M 183 (eps 9.81e-06, M ln rho 10.11); kT/2: 366; 4(b-mu): 365
degree 20: max density bias 2.07e-02, bound 3.03e-01 bohr^-3; count bias 1.83e+00
degree 183: max density bias 6.82e-07, bound 1.42e-05 bohr^-3; count bias -4.65e-05
Ns 16: H applications 2928, FFTs 5872
max |T_m chi|/|chi| 0.7842; with upper bound 3.029 Ha: 2.9e+52
electrons: integral 25.0607, moments 25.0605, predicted sigma 1.1079
relative L2 density error 0.2780, predicted rms 0.2466
max point: n 0.22852, estimate 0.26418, sigma 0.05649 bohr^-3
min point: n 0.00297, estimate 0.00359, sigma 0.00071 bohr^-3
pool 32768: Var N formula 19.639, sampled 19.656, 4 tr f^2 38.715
band energy -5.0412 Ha, sampled -5.0596 +- 0.0107; Var 3.741, sampled 3.747 Ha^2
max point sigma/n one vector: sqrt f 0.989 (sampled 0.991), plain f 1.428 (1.427)
min point sigma/n one vector: sqrt f 0.954 (sampled 0.956), plain f 6.900 (6.923)
N' 92.853 /Ha, N'' 545.71 /Ha^2, Cov(d,d') -4.87 /Ha (sampled -4.86)
Ns*bias(mu) -0.00669 + -0.00056 = -0.00726 Ha; Ns 64: -0.00771 +- 0.00077; slope 1.068
relative rms error Ns 1,4,16,64: 0.9795, 0.4876, 0.2411, 0.1146; exponent -0.515
predicted rms error for one vector 0.9863
Ex -6.4639 Ha; bias Ns 16: predicted -0.08685, sampled -0.08331 +- 0.00226 Ha
Ex -6.4639 Ha; bias Ns 64: predicted -0.02171, sampled -0.01932 +- 0.00088 Ha
mean |xi_a.xi_b|^2 9.766 +- 0.316, tr f^2 9.679
energy per electron -0.2101 Ha; 16 orthonormalized vectors -0.0754 +- 0.0005 Ha
imaginary-time iteration of two free vectors: |cos angle| 1.000000
Gram-Schmidt on 16 vectors: 256 passes of length N
peak in complex grid arrays (Ns,M)=(2,20),(2,80),(6,20): 2.79, 2.79, 2.79
1 cubes: N 179, Ng 2744, Ne 12.03, Nb 23, M 182, sigma/n 0.942, Var N 10.18, sigma_N/Ne 0.265
2 cubes: N 371, Ng 5880, Ne 24.00, Nb 45, M 183, sigma/n 0.974, Var N 19.64, sigma_N/Ne 0.185
4 cubes: N 753, Ng 11760, Ne 48.07, Nb 93, M 184, sigma/n 0.987, Var N 39.63, sigma_N/Ne 0.131
size exponents: Var N 0.98, bands 1.01
per cube: N 188.25, Ng 2940, Nb 23.25, Ne 12.02; Ns 100
1000 cubes: one FFT 3.16e+08 flop, stochastic 1.16e+13 flop
1000 cubes: band H sweep 1.47e+13, orthogonalization 8.14e+14 flop, ratio 71
1000 cubes memory: bands 70.0 GB, stochastic 0.131 GB
crossover against one band sweep: 102 cubes, 1231 electrons
```
